# Space-charge profiles and resistance of a charged grain boundary

**Q.** A grain boundary is less than a nanometre thick, and the grains on either side conduct well. Why should it resist the current at all?

**A.** Because the boundary core can hold charge, and the crystal beside it must then hold the opposite charge. Take a flat core at $x=0$ with positive charge $Q$ per area. The mobile carriers have charge $+ze$ and are repelled; the dopants have charge $-me$ and are left to do the screening. Far away the concentrations are $c_b$ and $c_A$, with neutrality $zc_b=mc_A$. I set the potential $\phi$ to zero there and call its value at the core $\phi_0>0$. The two sides are alike, so I treat $x>0$ and double the result.

Without current, the electrochemical potential $\tilde\mu=kT\ln c+ze\phi$ of dilute carriers is uniform, so that

$$c=c_b\,e^{-\psi},\qquad \psi=\frac{ze\phi}{kT},\qquad \Phi=\psi(0)=\frac{ze\phi_0}{kT}.$$

The carriers are depleted by $e^{-\Phi}$ at the core. If both the core and the carriers are negative, the same equations hold with all signs reversed.

**Q.** You can't choose the potential freely. What fixes its shape?

**A.** Poisson's equation, $\phi''=-\rho/\varepsilon$, in a mean-field description with uniform permittivity $\varepsilon$. The answer depends on what the dopants can do. Suppose first that they are frozen at the uniform concentration $c_A$. Then

$$\rho=zec_be^{-\psi}-mec_A=-mec_A\,(1-e^{-\psi}),$$

where neutrality replaced $zc_b$ by $mc_A$. Multiplying Poisson's equation by $ze/kT$ gives

$$\psi''=\frac{1-e^{-\psi}}{L^2},\qquad L^2=\frac{\varepsilon kT}{zme^2c_A}.$$

Where $\psi\gg1$ the carriers are almost gone and $e^{-\psi}$ can be dropped. The Mott-Schottky approximation uses $\psi''=1/L^2$ up to a sharp edge $x=\lambda^*$, beyond which the crystal is neutral. Potential and field vanish at the edge, so two integrations give $\psi=(\lambda^*-x)^2/(2L^2)$. Setting $x=0$ gives $\Phi=\lambda^{*2}/(2L^2)$, and hence

$$\phi=\phi_0\left(1-\frac{x}{\lambda^*}\right)^2,\qquad \lambda^*=L\sqrt{2\Phi}=\sqrt{\frac{2\varepsilon\phi_0}{mec_A}}.$$

Temperature and $z$ cancel from the width at fixed $\phi_0$.

**Q.** The sharp edge is an invention. Near it $\psi$ is small, and there you had no right to drop the carriers.

**A.** True, so keep them. Multiply the full equation by $\psi'$ and integrate from the bulk, where $\psi=\psi'=0$:

$$\tfrac12\psi'^2=\frac{1}{L^2}\int_0^\psi(1-e^{-s})\,ds=\frac{g(\psi)}{L^2},\qquad g(\psi)=\psi+e^{-\psi}-1.$$

Since $\psi$ falls with $x$, $\psi'=-\sqrt{2g}/L$. Full depletion replaces $g$ by $\psi$; for large $\psi$ the better value is $\psi-1$. The remaining carriers cancel part of the dopant charge, so the field is weaker and the potential reaches further.

The core charge follows from Gauss's law, with the field $-\phi'(0^+)$ leaving on each side:

$$Q=2\varepsilon\,\frac{kT}{ze}\,\frac{\sqrt{2g(\Phi)}}{L}\;\approx\;2mec_A\lambda^*.$$

The last form is full depletion: $\sqrt{2\Phi}/L=\lambda^*/L^2$, and inserting $L^2$ leaves the dopant charge in two layers of width $\lambda^*$.

**Q.** And if the dopants can move?

**A.** They gather at the core. Let them equilibrate with the potential, but be too slow to carry a noticeable share of the measured current. Take $m=z$, so $c_A=c_b$; their concentration is then $c_Ae^{+\psi}$. This is the Gouy-Chapman case:

$$\psi''=\frac{e^{\psi}-e^{-\psi}}{L^2}=\frac{2\sinh\psi}{L^2}.$$

Multiplying by $\psi'$ and integrating from the bulk,

$$\psi'^2=\frac{4}{L^2}(\cosh\psi-1)=\frac{8}{L^2}\sinh^2\frac{\psi}{2}.$$

With the Debye length $\lambda_D=L/\sqrt2$ and the falling root,

$$\psi'=-\frac{2}{\lambda_D}\sinh\frac{\psi}{2}.$$

To integrate once more, note that

$$\frac{d}{d\psi}\ln\tanh\frac{\psi}{4}=\frac{1}{4\sinh(\psi/4)\cosh(\psi/4)}=\frac{1}{2\sinh(\psi/2)}.$$

The equation therefore says that $\ln\tanh(\psi/4)$ falls linearly with slope $-1/\lambda_D$:

$$\tanh\frac{\psi}{4}=\tanh\frac{\Phi}{4}\;e^{-x/\lambda_D}.$$

A finite-difference solution of Poisson's equation agreed with this profile to within $10^{-3}$ in $\psi$ for $\Phi=2$ ($z=1$) and for $\Phi=5$ and $6$ ($z=2$). For divalent carriers with monovalent dopants, $m\ne z$ and this closed form doesn't apply. The frozen-dopant formulas do.

**Q.** These are equilibrium profiles. A resistance needs a current, and the field in the layer is enormous. Why doesn't that field drive one?

**A.** Drift in the built-in field is balanced by diffusion. The current follows the gradient of $\tilde\mu$, not that of $\phi$ alone:

$$j=-\frac{\sigma}{ze}\frac{d\tilde\mu}{dx},\qquad \sigma=zeuc=\frac{e^{-\psi}}{\rho_b},$$

where $u$ is the mobility, taken as uniform, and $\rho_b=1/(zeuc_b)$ is the bulk resistivity. For a small applied voltage, $d\tilde\mu/dx$ is already of first order, so $\sigma$ may keep its equilibrium value. It is sufficient that the voltage across one boundary be small compared with $kT/(ze)$. In steady state $j$ is uniform, and the drop of $\tilde\mu/(ze)$ is $j\int dx/\sigma$. Subtracting what the bulk would have contributed gives the excess resistance times area,

$$R=2\rho_b\int_0^\infty(e^{\psi}-1)\,dx.$$

**Q.** I was told that the boundary resistance grows as $e^{\Phi}/(2\Phi)$. Does it?

**A.** That is the growth of a resistivity ratio, for frozen dopants and large $\Phi$. Average the local resistivity $\rho_be^{\psi}$ over the depletion layer, with $u_x=1-x/\lambda^*$ and $\psi=\Phi u_x^2$:

$$\frac{\rho_{gb}}{\rho_b}=\frac1{\lambda^*}\int_0^{\lambda^*}e^{\psi}dx=\int_0^1e^{\Phi u_x^2}\,du_x.$$

The integrand is concentrated at the core, $u_x=1$. Put $t=\Phi(1-u_x^2)$, so $du_x=-dt/\big(2\Phi\sqrt{1-t/\Phi}\big)$:

$$\frac{\rho_{gb}}{\rho_b}=\frac{e^{\Phi}}{2\Phi}\int_0^{\Phi}\frac{e^{-t}\,dt}{\sqrt{1-t/\Phi}}=\frac{e^{\Phi}}{2\Phi}\left(1+\frac1{2\Phi}+\dots\right).$$

The correction comes from $(1-t/\Phi)^{-1/2}\approx1+t/(2\Phi)$ and $\int_0^\infty te^{-t}dt=1$. The region near $t=\Phi$ contributes an exponentially small part.

The area resistance contains the width as well. To leading order,

$$R=2\lambda^*\rho_b\,\frac{e^{\Phi}}{2\Phi}=2\rho_bL\,\frac{e^{\Phi}}{\sqrt{2\Phi}}.$$

If $\phi_0$ rises at fixed doping and temperature, $R$ therefore grows as $e^{\Phi}/\sqrt{\Phi}$, because the layer widens as $\sqrt\Phi$.

**Q.** Where does the $2\Phi$ come from physically? A layer depleted by $e^{\Phi}$ ought to have $e^{\Phi}$ times the resistivity.

**A.** It has that resistivity at the core alone. Near the core the parabola gives $\psi\approx\Phi-2\Phi x/\lambda^*$, so the resistivity falls by a factor $e$ within

$$\delta=\frac{\lambda^*}{2\Phi}.$$

The resistance is roughly that of two sheets of thickness $\delta$ with the core's resistivity. Spreading it over the whole width $\lambda^*$ introduces the factor $\delta/\lambda^*=1/(2\Phi)$.

**Q.** But you have used the parabola again, after admitting that it leaves out carriers. An error of order one in $\psi$ inside an exponential could ruin the prefactor.

**A.** It could if it occurred at the core, but there both profiles equal $\Phi$. To see what remains, use $dx=-L\,d\psi/\sqrt{2g}$ in the resistance:

$$R=2\rho_bL\int_0^{\Phi}\frac{e^{\psi}-1}{\sqrt{2g(\psi)}}\,d\psi.$$

For large $\Phi$, put $\psi=\Phi-t$. The important region has $t$ of order one, where $g\approx\Phi-1-t$, and thus

$$R\approx2\rho_bL\frac{e^{\Phi}}{\sqrt{2\Phi}}\int_0^\infty e^{-t}\left(1+\frac{1+t}{2\Phi}\right)dt
=2\rho_bL\frac{e^{\Phi}}{\sqrt{2\Phi}}\left(1+\frac1\Phi+\dots\right).$$

The leading law survives and its first correction doubles. Numerical integration at $\Phi=200$ gives coefficients of $1/\Phi$ equal to 0.504 for the parabola and 1.01 for the full equation, close to the limits $1/2$ and $1$.

**Q.** What happens when the potential is small?

**A.** The law $e^\Phi/(2\Phi)$ fails: it diverges as $\Phi\to0$, although an uncharged boundary has no space-charge resistance. In that limit $g\approx\psi^2/2$ and $e^\psi-1\approx\psi$, so the integral gives $R\to2\rho_bL\Phi$, which vanishes as it should.

**Q.** Do mobile dopants give the same exponential?

**A.** No. For $m=z$ they give half the exponent. (In general the slope of $\psi$ at the core grows as $e^{m\Phi/2z}$, so for $m<2z$ the exponent of $R$ is $(1-m/2z)\Phi$, or three quarters of $\Phi$ for divalent carriers with monovalent dopants.) Use $dx=-\lambda_D\,d\psi/[2\sinh(\psi/2)]$ and $e^{\psi}-1=2e^{\psi/2}\sinh(\psi/2)$. The hyperbolic sines cancel:

$$R=2\rho_b\lambda_D\int_0^{\Phi}e^{\psi/2}\,d\psi=4\rho_b\lambda_D\left(e^{\Phi/2}-1\right).$$

The core resistivity is still $\rho_be^{\Phi}$. However, the accumulated dopants make the slope of $\psi$ at the core about $e^{\Phi/2}/\lambda_D$, so the resistive region is thin. For large $\Phi$ the result is that of two sheets of thickness $2\lambda_De^{-\Phi/2}$ with the core's resistivity.

Numerical Poisson solutions show the difference. With frozen dopants, $\ln R$ rises by 0.951 from $\Phi=12$ to $13$; with mobile dopants it rises by 0.535 from $\Phi=5$ to $6$.

**Q.** Put numbers in. I want to know whether a real ceramic would notice.

**A.** Take round values in the rough regime of a hydrated, lightly acceptor-doped barium zirconate, where protons carry the current: $z=m=1$, relative permittivity 75, $c_A=10^{20}\ \mathrm{cm^{-3}}$, $\phi_0=0.50$ V and $T=573$ K. Then $kT/e=0.0494$ V and $\Phi=0.50/0.0494=10.1$. With $L=1.43$ nm,

$$\lambda^*=1.43\ \mathrm{nm}\times\sqrt{2\times10.13}=6.44\ \mathrm{nm}.$$

The core resistivity is $e^\Phi=2.5\times10^4$ times that of the bulk, while the mean over the layer is

$$\frac{e^\Phi}{2\Phi}=\frac{2.50\times10^4}{20.3}\approx1230$$

times the bulk value. The integral over the parabola gives 1310, and the full frozen-dopant solution, averaged over the same nominal width, gives 1390. The leading law is thus 11% low relative to the full solution.

An assumed mobility of $2\times10^{-6}\ \mathrm{cm^2/(V\,s)}$ gives $\rho_b=3.12\times10^4\ \Omega\,\mathrm{cm}$. The leading law then predicts

$$R=2\times6.44\times10^{-7}\ \mathrm{cm}\times3.12\times10^4\ \Omega\,\mathrm{cm}\times1234\approx50\ \Omega\,\mathrm{cm^2},$$

and the full solution $56\ \Omega\,\mathrm{cm^2}$. A grain of 1000 nm contributes $3.1\ \Omega\,\mathrm{cm^2}$. With one boundary per grain in series, the boundary has 18 times the resistance of the grain. The mobility cancels from this ratio.

**Q.** How much would mobile dopants change that?

**A.** The comparison depends on what is held fixed. A core with a given charge is a natural choice. Equating the squared slopes at the core, $(4/L^2)(\cosh\Phi_G-1)=2g(\Phi)/L^2$, gives the mobile-dopant potential $\Phi_G$:

$$\cosh\Phi_G=1+\tfrac12g(\Phi)\approx1+\frac{9.13}{2}=5.57,\qquad \Phi_G=2.40.$$

The potential drops from 0.50 to 0.119 V. With $\lambda_D=1.01$ nm, the resistance is $0.029\ \Omega\,\mathrm{cm^2}$, smaller by a factor of about 1900.

Holding the potential at 0.50 V instead would be meaningless here. The dopants fill 0.74% of the zirconium sites in the bulk (one site per cubic cell of edge 0.42 nm), and a factor $e^\Phi$ would demand 185 dopants per site. At equal core charge the fraction is 8%, where the dilute approximation is already under some strain.

**Q.** I have a more basic objection. Your resistive sheet has thickness $\delta=6.44/20.3=0.32$ nm, about one atomic jump. How can a continuum formula describe that?

**A.** Replace it by a chain of sites 0.30 nm apart, one of them in the core plane, with jump rates proportional to $e^{-\Delta\psi/2}$, where $\Delta\psi$ is the change in $\psi$ along the jump. These rates obey detailed balance. A small excess occupancy at one end drives a steady flux, which gives a resistance without using a local resistivity. The result is 2.5% below the continuum value. If the core plane lies midway between two sites instead, it is 8.5% below. Detailed balance doesn't fix the rates, and these figures belong to this symmetric choice. If downhill jumps kept the bulk rate and uphill jumps were slowed by the full $e^{-\Delta\psi}$, the two results would lie 48% and 24% above the continuum value. With 0.03 nm jumps the chain agreed with the continuum integral to within 0.2%, as it should.

The sheet isn't sharply bounded either. A pure exponential would put 63% of the resistance within $\delta$; the full profile puts 58% there, because its field is weaker and falls away from the core.

**Q.** Then what is the weakest part of the estimate?

**A.** With the symmetric jump rates used above, two things matter more than the jumps. The first is the smearing of the dopants into a uniform charge. If their positions are independent, the contributions of single dopants to the variance of $\psi$ add. With the pair energy written as $kT\ell/r$, where $\ell=zme^2/(4\pi\varepsilon kT)$,

$$s^2=c_A\int_a^{\lambda^*}\frac{\ell^2}{r^2}\,4\pi r^2dr=4\pi c_A\ell^2(\lambda^*-a).$$

I cut the integral off at the lattice spacing $a=0.42$ nm and at the depletion width. This gives $s=1.07$, and random sampling of dopant positions with the same bare potential gives a mean local conductance 1.8 to 1.9 times that of the smooth layer. Both figures are too high, because the carriers beyond the two depletion edges screen each dopant. If the edges are treated as grounded conducting planes, $\lambda^*$ in the last expression is replaced by $\lambda^*/2$. The spread is then $s=0.73$ and the mean local conductance rises by a factor of about 1.3. If neighbouring spots conduct in parallel, $R$ falls from 56 to about $42\ \Omega\,\mathrm{cm^2}$. This is still an estimate, since the inner cutoff and the sharp edges are crude. It also leaves out that the core charges are discrete. If singly charged, they lie about 0.90 nm apart, and their pair energy at that distance is $0.43\,kT$. Many of them add up, however, and if they are placed at random their effect on $\psi$ can exceed that of the dopants.

The second is the permittivity. Full depletion gives $\phi_0=Q^2/(8\varepsilon mec_A)$, from $Q=2mec_A\lambda^*$ and the formula for $\lambda^*$. At fixed core charge, a permittivity 10% lower throughout the layer raises $\phi_0$ by about 11% in this formula. In the full solution $g(\Phi)\propto1/\varepsilon$ at fixed $Q$, so $\Phi$ rises from 10.1 to 11.1, and $R$ rises by a factor of 2.5. A modest error in $\varepsilon$ or $Q$ outweighs all the care spent on the prefactor.

**Q.** Would heating the ceramic remove the problem?

**A.** It reduces it. At fixed $\phi_0$ the width $\lambda^*$ doesn't depend on temperature, so the leading law has $R/\rho_b\propto e^{\Phi}/\Phi$. With $\beta=1/kT$,

$$\frac{d}{d\beta}\ln\frac{R}{\rho_b}=\frac{d}{d\beta}\left(\beta ze\phi_0-\ln\beta\right)=ze\phi_0-kT=0.45\ \mathrm{eV}.$$

The full solution gives 0.44 eV. This adds to the activation energy of the bulk resistivity. With potential, doping and permittivity held fixed, the ratio of boundary to grain resistance is 122 at 473 K, 18 at 573 K and 4.8 at 673 K. These figures also assume that the proton concentration stays the same, whereas a real hydrated oxide loses water on heating.

**Q.** So how close is this to an actual proton conductor?

**A.** Grain boundaries that block protons are a known difficulty in barium zirconate ceramics, and a potential of a few tenths of a volt is a reasonable rough size for this kind of model. The doping here, 0.74% of the zirconium sites, is far below the ten per cent or more often used for good conduction. At fixed $\phi_0$, ten times more dopant would shrink $\lambda^*$ to about 2 nm, only a few lattice spacings, and the smooth-charge picture would become poor. At fixed core charge, full depletion also predicts $\phi_0\propto1/c_A$, so heavier doping would weaken the barrier, provided that the core charge really stays the same.

The assumption most open to doubt is the uniform frozen dopant profile. Acceptors can segregate to boundaries while the ceramic is made hot, and are then frozen in place. The factor of 1900 found above shows how strongly such a redistribution can act, but it refers to dopants equilibrated at 573 K, not to a profile frozen in from a higher temperature. I have also left out any structural resistance of the core itself, and electronic leakage. A potential deduced from a measured resistance with $e^\Phi/(2\Phi)$ is therefore a parameter of the frozen-dopant model, and inherits these assumptions. The numerical output gives the remaining values, including the potential at several distances from the core.

## Computed results

```
Temperature: 573 K
Relative permittivity: 75
Core potential, frozen dopants: 0.5 V
Dopant concentration: 1e+20 cm^-3
Carrier mobility: 2e-06 cm2/Vs
Grain size: 1000 nm
Jump distance: 0.3 nm
Cubic lattice spacing: 0.42 nm
Thermal voltage kT/e: 0.04938 V
Phi = z e phi0/kT: 10.13
Screening length L: 1.431 nm
Debye length, mobile dopants: 1.012 nm
Depletion width, one side: 6.438 nm
phi at 0 nm, parabola/full frozen/mobile: 0.5000 / 0.5000 / 0.1186 V
phi at 2 nm, parabola/full frozen/mobile: 0.2376 / 0.2533 / 0.0147 V
phi at 4 nm, parabola/full frozen/mobile: 0.0717 / 0.1018 / 0.0020 V
phi at 6 nm, parabola/full frozen/mobile: 0.0023 / 0.0318 / 0.0003 V
Largest parabola error in psi: 0.679
Core field, depletion formula: 1.553 MV/cm
Core field, full frozen: 1.475 MV/cm
Core charge, depletion: 20.63 uC/cm2
Core charge, full frozen: 19.58 uC/cm2
Carrier depletion factor exp(Phi): 2.499e+04
Resistivity ratio, exp(Phi)/(2 Phi): 1234
Resistivity ratio, parabola integral: 1308
Resistivity ratio, full frozen: 1388
1/Phi coefficient at Phi=200, parabola: 0.5038
1/Phi coefficient at Phi=200, full: 1.01
Bulk resistivity: 3.121e+04 ohm cm
Boundary resistance, leading law: 49.58 ohm cm2
Boundary resistance, full frozen: 55.75 ohm cm2
Bulk resistance of one grain: 3.121 ohm cm2
Boundary/grain resistance, full: 17.87
Resistive thickness, one side: 0.3179 nm
Share of resistance within it: 0.578
ln R growth, frozen, Phi 12 to 13: 0.9514
ln R growth, mobile, Phi 5 to 6: 0.5346
Equal charge, mobile: Phi: 2.401
Equal charge, mobile: potential: 0.1186 V
Equal charge, mobile: resistance: 0.02932 ohm cm2
Frozen/mobile resistance: 1901
Activation energy of R/rho_bulk: 0.4436 eV
Estimate z e phi0 - kT: 0.4506 eV
Boundary/grain ratio at 473 K: 122.5
Boundary/grain ratio at 673 K: 4.779
Finite-jump R / continuum R: 0.9748
Random-dopant spread of psi: 1.07
Mean local conductance gain from it: 1.88
Core charge spacing: 0.904 nm
Pair energy at that spacing / kT: 0.43
R factor, permittivity -10%, fixed charge: 2.46
Dopant site fraction, bulk: 0.00741
Same at core, mobile, equal charge: 0.0818
Same if mobile case held at phi0: 185
```
